# Bending Instability of an Ionic MX2 Molecule with a Polarisable Dication, part 1

(Sections cited here and not found follow in the second part.)

## First half: the bend and its threshold

A molecule MX$_2$ is built from a metal dication M$^{2+}$ and two halide anions X$^-$. The repulsion between the anions favours a straight molecule, with M in the middle. The dication, however, has an electron cloud that an electric field can displace, and a bent arrangement of the anions produces such a field. The problem is to find when this second effect wins.

The model is as follows. M carries the charge $+2$ and has an isotropic, linear dipole polarisability $\alpha$. Each anion is a point charge $-1$, and until the last part it has no polarisability. A short-range repulsion $\varphi$ acts along each M–X bond and depends on the length of that bond alone. Covalent bonding, short-range repulsion between the anions and the finite size of the ions in the electrostatics are left out. The nuclei move on the resulting potential energy surface, and stability refers to this surface, without zero-point motion.

Atomic units are used, in which $4\pi\varepsilon_0=1$. Lengths are in bohr and energies in hartree. The polarisability then has the unit bohr$^3$. In SI units the quantity to compare with a volume is the polarisability volume $\alpha/(4\pi\varepsilon_0)$.

The X–M–X angle is written $\theta=\pi-2\beta$. Each bond is thus tilted by $\beta$ away from the straight line, and the linear molecule has $\beta=0$. The bond length of the linear molecule at equilibrium is $r$.

### (a) The energy of an induced dipole

**Question.** An ion with polarisability $\alpha$ sits in an electric field $\mathbf E$ made by fixed charges. What energy does it gain by becoming polarised?

**Solution.** Two energies are involved. A dipole $\mathbf p$ in the field has the interaction energy $-\mathbf p\cdot\mathbf E$. Making the dipole costs an internal energy $W(\mathbf p)$, because the electron cloud is displaced from its preferred form.

Linear response fixes $W$. The total energy $W(\mathbf p)-\mathbf p\cdot\mathbf E$ must be stationary at the dipole that the ion really takes, which is $\mathbf p=\alpha\mathbf E$. Stationarity reads $\nabla_p W=\mathbf E=\mathbf p/\alpha$. Integration from $\mathbf p=0$, where $W=0$, gives

$$W(\mathbf p)=\frac{p^2}{2\alpha}.$$

Completing the square in the total energy gives

$$\frac{p^2}{2\alpha}-\mathbf p\cdot\mathbf E
=\frac{|\mathbf p-\alpha\mathbf E|^2}{2\alpha}-\frac{\alpha E^2}{2}.$$

The first term on the right is never negative and vanishes at $\mathbf p=\alpha\mathbf E$. The minimum energy is therefore

$$U_{\rm ind}=-\tfrac12\alpha E^2 .$$

The interaction alone contributes $-\alpha E^2$, and half of it is spent on making the dipole. This factor one half enters the threshold directly: without it, the critical polarisability would come out too small by a factor of two.

The field $\mathbf E$ here is that of the two anions. The charge of M does not act on the dipole of M, since both belong to the same ion. The anions are unpolarisable, so the dipole of M does not change the field that creates it.

### (b) The energy as a function of the tilt

**Question.** Both bonds have the length $r$ and each is tilted by $\beta$, with $|\beta|<\pi/2$. Find the potential energy $V(r,\beta)$.

**Solution.** Place M at the origin and the anions at

$$\mathbf R_\pm=r(\pm\cos\beta,\ \sin\beta).$$

Their separation is $2r\cos\beta$. The charges interact through two attractions, each of energy $(+2)(-1)/r$, and one repulsion of energy $1/(2r\cos\beta)$.

A charge $Q$ at $\mathbf R$ produces at the origin the field $Q(\mathbf 0-\mathbf R)/R^3=-Q\mathbf R/R^3$. For $Q=-1$ this is $+\mathbf R/R^3$, which points towards the anion. The sum for the two anions is

$$\mathbf E=\frac{\mathbf R_++\mathbf R_-}{r^3}
=\left(0,\ \frac{2\sin\beta}{r^2}\right).$$

The components along $x$ cancel and those along $y$ add. By part (a), the induction energy is

$$-\frac{\alpha}{2}\left(\frac{2\sin\beta}{r^2}\right)^2
=-\frac{2\alpha\sin^2\beta}{r^4}.$$

With the two bond repulsions, the total energy is

$$V(r,\beta)=2\varphi(r)-\frac4r+\frac{1}{2r\cos\beta}-\frac{2\alpha\sin^2\beta}{r^4}.$$

The M–X attraction and the bond repulsion do not depend on $\beta$. At fixed bond length, the angle is decided by the last two terms. The first of them grows as the anions approach each other. The second falls as the field at M grows. The induced dipole points towards the side on which the anions lie, which means that the electrons of M are pushed to the opposite side.

### (c) The sign of the bending stiffness

**Question.** For which values of $\alpha$ does a small tilt lower the energy? How does the answer depend on the size of the ionic charges?

**Solution.** To second order in $\beta$,

$$\frac1{\cos\beta}=1+\frac{\beta^2}{2}+\dots,\qquad \sin^2\beta=\beta^2+\dots$$

Inserting these in $V$ gives

$$V(r,\beta)-V(r,0)=\left(\frac1{4r}-\frac{2\alpha}{r^4}\right)\beta^2+\dots$$

The bending stiffness $k$ is defined as the second derivative with respect to $\beta$ at $\beta=0$. It is twice the coefficient of $\beta^2$:

$$k=\frac1{2r}-\frac{4\alpha}{r^4}.$$

It is negative when $4\alpha/r^4>1/(2r)$. Multiplication by the positive number $r^4/4$ gives the condition

$$\alpha>\frac{r^3}{8}.$$

There is no term linear in $\beta$, so the straight molecule is always stationary with respect to the tilt. When $k<0$ it is a maximum along this direction, and the smallest tilt lowers the energy. One such direction is enough to make the linear geometry unstable, whatever the other coordinates do.

The threshold is finite because both competing effects begin at the same order. The field at M vanishes in the linear molecule and grows in proportion to $\beta$, so the energy gain is proportional to $\beta^2$. The anion separation is greatest in the linear molecule, so the cost in repulsion is also proportional to $\beta^2$. The comparison is then one of coefficients.

The stiffness depends on the chosen angular variable, but its sign does not. Since $\beta=(\pi-\theta)/2$, the second derivative with respect to $\theta$ is $k/4$.

Now let the charges be $+2q$ on M and $-q$ on each anion, as a crude account of incomplete charge transfer. The anion repulsion is multiplied by $q^2$. The field at M is multiplied by $q$, and its square by $q^2$. Both terms of $k$ acquire the same factor, so the condition at given $r$ is unchanged. The charge of M does not enter $k$ at all. These charges do influence the equilibrium bond length, and through $r$ they still matter.

A short-range repulsion $w(d)$ between the anions, at separation $d$, would change the condition. For a small tilt $d=2r\cos\beta\approx2r-r\beta^2$, so the energy changes by $-w'(2r)\,r\beta^2$. A repulsion has $w'<0$, and this change is positive. The condition would become

$$\alpha>\frac{r^3}{8}+\frac{r^5}{2}\,|w'(2r)| .$$

The added term follows from $k$ gaining $2r|w'(2r)|$, multiplied by $r^4/4$. The model used here takes $w=0$.

For a numerical example, take the round model value $r=5$ bohr. The critical polarisability is

$$\alpha_c=\frac{5^3}{8}=15.625\ \text{bohr}^3,$$

which is $2.315$ Å$^3$. The anion repulsion contributes $1/(2\times5)=0.100$ hartree/rad$^2$ to the stiffness. For $\alpha=10$ bohr$^3$ the induction contributes $-4\times10/625=-0.064$ hartree/rad$^2$, and the sum is $k=0.036$ hartree/rad$^2$. For $\alpha=20$ bohr$^3$ the induction contribution doubles to $-0.128$ hartree/rad$^2$, and the sum is $k=-0.028$ hartree/rad$^2$. The first molecule resists bending and the second does not. These are model values. The polarisabilities of Ca$^{2+}$, Sr$^{2+}$ and Ba$^{2+}$ are roughly 3, 6 and 10 bohr$^3$, so the value 20 bohr$^3$ stands for none of these ions, and for a real molecule the threshold has to be formed with its own bond length.

### (d) The role of the bond lengths

**Question.** The bond lengths can change while the molecule bends. Can this freedom shift the threshold? Does $r$ itself depend on $\alpha$? State precisely what has been proved about the linear geometry.

**Solution.** Let the two bond lengths be $r_1$ and $r_2$. The energy is a function $V(r_1,r_2,\beta)$. Rotating the whole molecule by $180^\circ$ about the line of the straight molecule turns a tilt $\beta$ into $-\beta$ and leaves the bond lengths alone. A rotation cannot change the energy, hence

$$V(r_1,r_2,-\beta)=V(r_1,r_2,\beta).$$

A product such as $(r_1-r)\beta$ changes sign under this operation and cannot appear in the expansion. The quadratic part of the energy about the linear equilibrium is thus a form in the two bond-length changes plus $\tfrac12k\beta^2$. There is no coupling through which the bonds could lower the bending stiffness. Coupling begins with terms such as $(r_1-r)\beta^2$, which are of third order and affect the shape of the bent molecule but not the sign of $k$.

The molecule can bend in either of two perpendicular planes. A rotation about the molecular line carries one plane into the other, so both bends have the same stiffness. Together with the two stretches they make four internal motions. This agrees with nine Cartesian coordinates less three translations and two rotations of a linear molecule.

The bond length $r$ follows from the straight molecule. With $\beta=0$ and equal bonds the field at M vanishes, and

$$V(r,0)=2\varphi(r)-\frac4r+\frac1{2r}=2\varphi(r)-\frac7{2r}.$$

The condition $dV/dr=0$ reads $2\varphi'(r)+7/(2r^2)=0$, that is

$$\varphi'(r)=-\frac{7}{4r^2}.$$

The polarisability is absent, so $r$ does not move when $\alpha$ is varied with $\varphi$ held fixed. The threshold $r^3/8$ is then a fixed number for a given repulsion. The energy is also stationary against making one bond longer and the other shorter, because exchanging the anions reverses such a displacement and leaves the energy unchanged.

The precise statement has two directions. If $\alpha>r^3/8$, the linear geometry is unstable, for any bond repulsion $\varphi$ that gives the equilibrium length $r$. If $\alpha<r^3/8$, the linear geometry is stable against bending. It is a local minimum provided that both stretches are stable as well, which depends on $\varphi$. The case of equality is not decided by the quadratic terms.

### (e) The angle at fixed bond length

**Question.** Keep both bonds at the length $r$. Find the angle of lowest energy for every $\alpha$, including $\alpha=r^3/8$, and the energy gained by bending.

**Solution.** Introduce $s=\sin^2\beta$, with $0\le s<1$, and the ratio $g=8\alpha/r^3$. The threshold is $g=1$. Since $\cos\beta=(1-s)^{1/2}$ and $2\alpha/r^4=g/(4r)$, the angular part of the energy is

$$U=\frac1{2r}f(s),\qquad f(s)=(1-s)^{-1/2}-\frac g2\,s .$$

Its derivatives are

$$f'(s)=\tfrac12(1-s)^{-3/2}-\tfrac g2,\qquad f''(s)=\tfrac34(1-s)^{-5/2}>0 .$$

The function is convex, so it has at most one minimum. For $g\le1$ the slope at $s=0$ is $(1-g)/2\ge0$, and it is positive for every $s>0$. The lowest energy is then at $s=0$. At fixed bond length the linear form is the global minimum in the angle, up to and including the threshold.

For $g>1$ the slope at $s=0$ is negative and the minimum lies where $f'=0$. This requires $(1-s)^{3/2}=1/g$, or $\cos^3\beta=1/g$. Taking the cube root and using $\sin(\theta/2)=\sin(\pi/2-\beta)=\cos\beta$ gives

$$\sin\frac\theta2=g^{-1/3}=\frac{r}{2\alpha^{1/3}} .$$

The angle leaves $180^\circ$ continuously. Just above the threshold, with $g=1+\epsilon$, one has $s=1-g^{-2/3}\approx2\epsilon/3$, hence $\beta\approx\sqrt{2\epsilon/3}$. The tilt grows as the square root of the excess polarisability, so a small excess already gives a visible bend.

The energy gain follows by inserting $(1-s)^{-1/2}=g^{1/3}$ and $s=1-g^{-2/3}$:

$$f(0)-f(s)=1-g^{1/3}+\frac g2\left(1-g^{-2/3}\right)=1+\frac g2-\frac32g^{1/3}.$$

The gain is this expression divided by $2r$. For $r=5$ bohr and $\alpha=20$ bohr$^3$, $g=160/125=1.28$ and $g^{-1/3}=0.921$. The angle is $134.1^\circ$, and the gain is $0.00113$ hartree.

For $\alpha\to\infty$ the formula sends $\theta$ to zero, with the anions on top of each other. The model fails before that, because real anions repel at short range and a real ion does not respond linearly to an arbitrarily strong field.

## Second half: moving bonds and polarisable anions

The symbols carried over are these. The bond length of the linear molecule is $r$, the tilt of each bond is $\beta$, and the X–M–X angle is $\theta=\pi-2\beta$. The dication has the polarisability $\alpha$, and $\varphi$ is the M–X repulsion. For equal bonds the energy is

$$V(r,\beta)=2\varphi(r)-\frac4r+\frac1{2r\cos\beta}-\frac{2\alpha\sin^2\beta}{r^4}.$$

The equilibrium condition of the linear molecule is $\varphi'(r)=-7/(4r^2)$. The bend is unstable for $\alpha>\alpha_c=r^3/8$, and bond-length changes do not couple to it at quadratic order. What remains is to examine the stretches, the effect of relaxed bonds on the bent molecule, and the assumption of unpolarisable anions.

### (f) The stability of the stretches

The linear molecule is unstable against bending when $\alpha>r^3/8$, and at fixed bond length the angle leaves $180^\circ$ continuously as $\alpha$ passes this threshold. The stability of the stretches, the effect of relaxed bonds on the bent molecule and the influence of polarisable anions remain to be examined.

All numerical values are calculated from the stated model.
